Trap emission from detailed balance and the T² Arrhenius plot

DEFINITIONS AND CONVENTIONS

An electron trap in an n-type semiconductor has two charge states, empty and filled, with electronic degeneracies g0 and g1. The filled fraction is f. The conduction band edge is Ec, the Fermi level is EF, k is the Boltzmann constant, h = 2πħ is the Planck constant, and q is the elementary charge. The electron density in the band is n.

Let G0 and G1 be the free energies of the crystal with the trap empty and filled. They include lattice vibrations but not the degeneracies. The free energy needed to move the trapped electron to the band edge is

ΔG = Ec + G0 − G1 = ΔH − TΔS, with ΔS = −dΔG/dT.

ΔG is the depth of the trap level at temperature T, ΔH is the enthalpy of emission and ΔS its entropy.

An empty trap captures electrons at the rate c_n n, and a filled trap emits at the rate e_n. The capture cross section σ is averaged over both carrier spins and over the states of the empty trap. In the standard case it does not depend on carrier energy, but it may be thermally activated:

σ(T) = σ∞ exp(−Eb/kT).

The band is parabolic and non-degenerate, so n = Nc exp[−(Ec − EF)/kT], where Nc is the effective density of states. The result to be derived is

e_n = Γ σ_app T² exp[−(ΔH + Eb)/kT],
σ_app = (g0/g1) σ∞ exp(ΔS/k),

where Γ = Nc v̄/T² is a band constant and v̄ is the mean thermal speed. The plot of ln(e_n/T²) against 1/kT therefore gives an enthalpy plus a capture barrier, which in general differs from the level depth ΔG.

EMISSION FROM DETAILED BALANCE

In equilibrium the empty trap has statistical weight g0 exp(−G0/kT). The filled trap has taken one electron from a reservoir at EF, so its weight is g1 exp[−(G1 − EF)/kT]. Their ratio is

f/(1 − f) = (g1/g0) exp[(G0 − G1 + EF)/kT]
          = (g1/g0) exp{[ΔG − (Ec − EF)]/kT}.

An electron of speed v sweeps out the volume σv per unit time, so c_n is the thermal average ⟨σv⟩. For σ independent of carrier energy, c_n = σ(T) v̄.

The filled fraction obeys

df/dt = c_n n (1 − f) − e_n f.

Detailed balance requires this exchange with the conduction band to balance by itself in equilibrium, without help from hole capture or any other channel:

c_n n (1 − f) = e_n f.

Solving for e_n and inserting n and f gives

e_n = c_n Nc exp[−(Ec − EF)/kT] × (g0/g1) exp{−[ΔG − (Ec − EF)]/kT}.

The two exponentials in Ec − EF cancel, leaving

e_n = (g0/g1) σ(T) v̄ Nc exp(−ΔG/kT).

The rate does not contain EF. It can be used outside equilibrium provided that the lattice and the internal states of the trap remain thermal at T and the final states in the band are nearly empty. Near the edge of a depletion region, the tail of band electrons can keep traps filled. Farther inside, where c_n n is much smaller than e_n, f = f(0) exp(−e_n t). This step assumes that the electric field does not alter emission; the size of that effect is estimated below.

WHERE T² COMES FROM

First take an isotropic band with wave number w and energy ε above Ec. Including both spins, the density of states D satisfies D dε = w² dw/π². The group velocity is v = (1/ħ) dε/dw, so v dw = dε/ħ and

D v dε = w² dε/(π²ħ).

For a parabolic band w² = 2mε/ħ², hence

D v = 2mε/(π²ħ³) = 16πmε/h³.

The density of states grows as √ε and the speed also grows as √ε; their product is linear. Because Nc v̄ is the Boltzmann-weighted sum of speeds over the band,

Nc v̄ = (16πm/h³) ∫₀^∞ ε exp(−ε/kT) dε = 16πm(kT)²/h³.

Dividing by Nc = 2(2πmkT/h²)^(3/2) returns v̄ = √(8kT/πm). The familiar factors T^(3/2) and T^(1/2) thus combine into T².

The same product governs thermionic emission. The one-way flux through a plane is n v̄/4: half the electrons move forward, and the mean of cosθ over the forward hemisphere is 1/2. The Richardson constant is therefore A* = q Nc v̄/(4T²) = 4πqmk²/h³, and

Γ = 4A*/q (isotropic mass).

For the free-electron mass m0, A* = 120.2 A cm⁻² K⁻².

SILICON'S ELLIPSOIDAL VALLEYS

Silicon has six valleys with longitudinal mass ml and transverse mass mt. Let p_i be the crystal momentum measured from the valley minimum, and set u_i = p_i/√m_i. Then

ε = u²/2, v_i = u_i/√m_i, d³p = √(ml mt²) d³u.

If x is the cosine of the angle between u and the long axis,

|v| = u √[x²/ml + (1 − x²)/mt] = (u/√mt) √(1 − κx²),
κ = 1 − mt/ml.

The angular average of |v|/u is

A = (1/√mt) ∫₀¹ √(1 − κx²) dx
  = [√(mt/ml) + asin(√κ)/√κ]/(2√mt).

The integral follows from the antiderivative ½[x√(1 − κx²) + asin(√κ x)/√κ], with √(1 − κ) = √(mt/ml). The radial integral is

∫₀^∞ 4πu³ exp(−u²/2kT) du = 8π(kT)².

Multiplying by 2/h³ for the spin-degenerate phase-space density, by the Jacobian and by six valleys gives

Nc v̄ = 16πM(kT)²/h³, M = 6√(ml mt²) A.

Anisotropy changes the prefactor but not the power of T, provided the masses do not vary with temperature. With ml = 0.92 m0 and mt = 0.19 m0, A = 1.937 m0^(−1/2), M = 2.118 m0 and

Γ = 16πMk²/h³ = 6.35×10²¹ cm⁻² s⁻¹ K⁻².

WHAT THE SLOPE MEASURES

Insert σ(T), ΔG = ΔH − TΔS and Nc v̄ = ΓT² into e_n:

e_n = (g0/g1) σ∞ exp(−Eb/kT) ΓT² exp(−ΔH/kT) exp(ΔS/k).

Collecting factors and taking the logarithm, with e_n/T² expressed in fixed units,

ln(e_n/T²) = ln(Γσ_app) − (ΔH + Eb)/kT.

For constant ΔH, ΔS and Eb this is a straight line. The entropy and degeneracies enter the intercept.

If ΔG has a more general temperature dependence, put β = 1/kT. Since β d/dβ = −T d/dT,

−d ln(e_n/T²)/dβ = d(βΔG)/dβ + Eb
                 = ΔG − T dΔG/dT + Eb
                 = ΔH(T) + Eb.

The local slope still measures enthalpy plus barrier, but the plot curves when ΔH changes with temperature.

Without division by T², the logarithm contains an extra 2 ln T. Since d ln T/dβ = −kT, the apparent energy becomes ΔH + Eb + 2kT.

WORKED EXAMPLE

The parameters are rough values for a deep metal-impurity trap in n-type silicon beneath a Schottky contact: ΔH = 0.50 eV, ΔS = 1.5k, Eb = 0.04 eV and σ∞ = 3×10⁻¹⁵ cm². The empty trap is neutral with one unpaired spin, so g0 = 2. The filled trap is a singlet, so g1 = 1. The apparent cross section is

σ_app = 2 × 3×10⁻¹⁵ cm² × exp(1.5) = 2.69×10⁻¹⁴ cm².

At 250 K, 1/kT = 46.418 eV⁻¹ and

e_n = 6.353×10²¹ × 2.689×10⁻¹⁴ × 250² × exp(−0.54 × 46.418)
    = 139 s⁻¹.

The same formula gives the following values. The logarithm uses e_n/T² in s⁻¹ K⁻².

T (K)   1/kT (eV⁻¹)   e_n (s⁻¹)   ln(e_n/T²)
220     52.748        3.52        −9.5276
230     50.454        13.3        −8.2892
240     48.352        45.0        −7.1539
250     46.418        139         −6.1095
260     44.633        394         −5.1455
270     42.980        1037        −4.2528

The end points give

E = [−4.2528 − (−9.5276)]/(52.748 − 42.980) = 0.540 eV,

which is ΔH + Eb. A least-squares line through ln e_n without the T² division gives 0.582 eV. The excess of 0.042 eV is close to 2kT at 243.8 K, the harmonic mean of the six temperatures, where kT = 0.02101 eV. This is the reference temperature for the estimates below.

The level depth there is ΔG = 0.50 − 1.5 × 0.02101 = 0.468 eV, or 0.072 eV less than the plotted energy. Of this difference, 0.040 eV is the capture barrier and 0.032 eV is TΔS.

The intercept needs similar care. The true cross section at 243.8 K is

σ = 3×10⁻¹⁵ × exp(−0.04/0.02101) = 4.5×10⁻¹⁶ cm².

The apparent value is 60 times larger. The factor is (g0/g1) exp(ΔS/k) exp(Eb/kT).

USE IN A MEASUREMENT OR A DEVICE SIMULATOR

Suppose the trap density is small compared with the doping and the signal comes from traps far enough inside the depletion region for recapture to be negligible. The capacitance transient is then proportional to f. If its amplitude is independent of temperature, the difference between samples at times t1 < t2 is proportional to

S = exp(−e_n t1) − exp(−e_n t2).

During a temperature scan S peaks where dS/de_n = 0:

t1 exp(−e_n t1) = t2 exp(−e_n t2),
e_n = ln(t2/t1)/(t2 − t1).

Each pair of sampling times supplies one rate and one peak temperature for the Arrhenius plot.

A constant thermometer offset δ changes the slope. If the reading is T′ = T + δ, then dβ/dβ′ ≈ 1 + 2δ/T. The true slope of ln e_n corresponds to E + 2kT, with E = ΔH + Eb, so the plotted energy is

E′ ≈ (E + 2kT)(1 + 2δ/T) − 2k(T + δ)
   ≈ E + 2(E + kT)δ/T

to first order in δ. A reading 1 K too high raises the example's energy by 2 × 0.561/243.8 eV, or 4.6 meV.

The pair (E, σ_app) reproduces emission, but it should not be entered as a level depth and a capture cross section. With unit degeneracy factor, a simulator would then use a capture coefficient 60 times too large at 243.8 K. Since the emission rate is unchanged, the equilibrium ratio f/(1 − f) = c_n n/e_n would be too large by the same factor. A consistent implementation specifies σ(T) and ΔG(T), then calculates emission from

e_n/c_n = (g0/g1) Nc exp(−ΔG/kT).

The true σ can be obtained from a filling pulse. When the pulse brings a constant electron density n to an initially empty trap and emission is negligible, the balance equation gives 1 − f = exp(−c_n n t). For n = 10¹⁵ cm⁻³ and v̄ = 1.88×10⁷ cm/s at 243.8 K,

c_n n = 4.47×10⁻¹⁶ × 1.88×10⁷ × 10¹⁵ = 8.4×10⁶ s⁻¹.

The filling time constant is 0.12 µs. Dividing its inverse by n v̄ gives σ. Repeating this at several temperatures and plotting ln σ against 1/kT gives a slope −Eb; Eb can then be subtracted from the emission energy to obtain ΔH.

The speed convention must also be stated. For an isotropic mass, the rms speed √(3kT/m) exceeds v̄ by √(3π/8) = 1.085. Using it lowers the extracted cross section by this factor and leaves the slope unchanged.

WHEN THE BAND OR TRAP ASSUMPTIONS FAIL

For a cross section that depends on carrier energy, the emission rate is proportional to

exp[−(ΔH + Eb)/kT] ∫₀^∞ ε σ(ε) exp(−ε/kT) dε.

If σ(ε) ∝ ε^(−s) with s < 2, the integral is proportional to T^(2−s). After division by T² there remains −s ln T, which lowers the apparent energy by skT. For s = 1, with the other parameters held fixed, a least-squares fit over 220–270 K gives 0.519 eV instead of 0.540 eV. The T² plot is therefore tied to the energy dependence of capture as well as to the band shape.

For an isotropic nonparabolic band with ε(1 + αε) = ħ²w²/2m, the relation D v = w²/(π²ħ) still holds. The band integral becomes

∫₀^∞ ε(1 + αε) exp(−ε/kT) dε = (kT)²(1 + 2αkT).

Taking α = 0.5 eV⁻¹ as a rough value raises the rate at 270 K by 2.3 percent. Differentiating the correction gives an energy shift 2α(kT)²/(1 + 2αkT), or 0.43 meV at 243.8 K. Both effects are small here.

Gap shrinkage can matter more. Consider a level that stays fixed relative to the valence band while Ec moves down, and describe the gap change by

ΔG = 0.50 eV − aT²/(T + b),

with rough silicon values a = 4.7×10⁻⁴ eV/K and b = 640 K. Differentiation gives

dΔG/dT = −aT(T + 2b)/(T + b)²,

and therefore

ΔH = ΔG − T dΔG/dT
   = 0.50 eV + aT²[(T + 2b) − (T + b)]/(T + b)²
   = 0.50 eV + abT²/(T + b)².

ΔH rises from 0.520 eV at 220 K to 0.526 eV at 270 K. With Eb still 0.04 eV, a straight-line fit gives 0.563 eV. At 243.8 K this trap has ΔG = 0.468 eV, the same to three digits as the constant-entropy trap, whose plot gave 0.540 eV. Two traps can thus have equal depth at the measurement temperature and different Arrhenius energies.

FIELD EFFECTS AND COMPARISON WITH A REAL CONTACT

For uniform doping N and total band bending V, the depletion width and peak field are

W = √(2εsV/qN), F = qNW/εs,

where εs is the permittivity. The first relation follows from V = FW/2, the area under the linear field profile. For N = 10¹⁵ cm⁻³, V = 5.5 V and relative permittivity 11.7, W = 2667 nm and F = 0.041 MV/cm.

If the empty trap carried charge +q, the departing electron would feel a Coulomb attraction. Along the direction in which the field pulls it out, its energy in eV would be −q/(4πεs r) − Fr. The maximum lies at r = √[q/(4πεsF)], and the barrier is lowered by

2√[qF/(4πεs)] = √(qF/πεs) = 0.045 eV.

This is the Poole–Frenkel effect. The corresponding Boltzmann factor is 8.5 at 243.8 K. It is an estimate for the most favourable direction at the peak field; an average over directions and over the depletion region is smaller. Electron emission in the example avoids this Coulomb term because its empty trap is neutral.

A neutral trap still responds weakly to the field. A short-range well of radius r0 has its barrier lowered by up to qFr0, about 2 meV at the peak field for r0 = 0.5 nm, and tunnelling adds to this. The size of the tunnelling part can be estimated by assuming that emission follows the thermally averaged local density of band states. In a linear potential with force qF, the Wigner function P of the operator exp(−βH) obeys

∂P/∂β = −E_cl P + (ħ²/8m) ∂²P/∂x²,

where E_cl is the classical energy. Setting P = exp[−βE_cl + φ(β)] gives ∂²P/∂x² = β²q²F²P, hence dφ/dβ = ħ²q²F²β²/8m. Integration from φ(0) = 0 gives the enhancement

exp[ħ²q²F²/(24m(kT)³)].

With the lighter mass mt along the field, the enhancement at the peak field and 243.8 K is 1.03. This estimate leaves out lattice relaxation at the trap, which can change the field dependence when capture is thermally activated.

Two further approximations can be sized at the same temperature. The doping is 5×10⁻⁵ of Nc = 2.0×10¹⁹ cm⁻³, so Boltzmann statistics are suitable for the band. Hole emission follows from the same derivation with the degeneracies interchanged and ΔG replaced by Eg − ΔG. For equal σ and Γ, and a rough gap Eg = 1.13 eV, its ratio to electron emission is

(g1/g0)² exp[−(Eg − 2ΔG)/kT] = 2.6×10⁻⁵.

Equal σ is only a reference point. The filled trap is negative, so it attracts holes: the hole cross section can be much larger than the electron one, and hole emission is subject to Poole–Frenkel lowering. The ratio scales with both. For a hole cross section of 10⁻¹⁴ cm² and the full factor 8.5 it is about 5×10⁻³, still small.

The chosen doping, bias and trap depth are illustrative and do not identify a particular impurity. Of the effects estimated in this section, the largest would arise in a contact whose empty traps are positively charged: the field then lowers the barrier by up to 0.045 eV, about 8 percent of the plotted energy. Averaging over directions and depth makes the actual shift of the plotted slope smaller. Repeating the measurement at several reverse biases, with the sampled depth known, helps to separate this field dependence from the zero-field emission energy ΔH + Eb.
